# Laser linewidth and the overestimate of waveguide loss from Fabry-Perot fringes, part 1

(Sections cited here and not found follow in the second part.)

## The fringe recorded with a broadened laser

A straight waveguide with two cleaved end facets is a Fabry-Perot cavity. When a tunable laser is scanned in wavelength, the transmitted power rises and falls as the light that has crossed the guide once interferes with the light that has made further round trips. Loss in the guide weakens the later contributions and so flattens the fringes. If the facet reflectivity is known, the propagation loss follows from the ratio of maximum to minimum, and the power coupled into the guide need not be known. The method reads every weakening of the interference as loss. A laser of finite linewidth also weakens the interference, because light delayed by a round trip is no longer fully coherent with light that has just arrived. The question is how large a false loss this produces, and whether it can be told apart from a real one.

Let the guide have length $L$ and carry a single mode. The power of that mode falls as $e^{-\alpha z}$ with distance $z$, which defines the loss coefficient $\alpha$. Power is proportional to the squared modulus of the field, so the field falls by $e^{-\alpha L/2}$ in one pass. Fields vary in time as $e^{-2\pi i\nu t}$, and one pass multiplies the field by $e^{i\phi/2}$, where

$$
\phi(\nu)=\frac{4\pi L}{c}\,\nu\, n_{\rm eff}(\nu)
$$

is the phase of a full round trip and $n_{\rm eff}$ is the effective index of the mode. The two facets are equal and lossless, with power reflectivity $R$. Amplitudes are normalized so that their squared modulus is power. The reflection amplitude $r$ seen from inside is taken as real; its sign does not matter, because a round trip contains two reflections and $r^2=R$. Each facet transmits the power fraction $1-R$, so entering and leaving together contribute an amplitude factor $1-R$, up to a constant phase that drops out of the power.

The light that crosses once and leaves has amplitude $(1-R)e^{-\alpha L/2}e^{i\phi/2}$ relative to the incident light. Each additional round trip adds two reflections and two passes, which multiply the amplitude by

$$
r^2\left(e^{-\alpha L/2}\right)^2e^{i\phi}=\rho\, e^{i\phi},\qquad \rho=R\,e^{-\alpha L}.
$$

The number $\rho$ is the round-trip factor of the field. It contains $e^{-\alpha L}$ because the path is $2L$ while the field decays at half the rate of the power. Since $\rho<1$, the sum over all numbers $m$ of round trips is a convergent geometric series,

$$
A=(1-R)e^{-\alpha L/2}e^{i\phi/2}\sum_{m=0}^{\infty}\rho^m e^{im\phi}
=\frac{(1-R)e^{-\alpha L/2}e^{i\phi/2}}{1-\rho e^{i\phi}} .
$$

The squared modulus of the denominator is $(1-\rho e^{i\phi})(1-\rho e^{-i\phi})=1+\rho^2-2\rho\cos\phi$. The transmission of monochromatic light is therefore the Airy function

$$
T=\frac{T_0}{1+\rho^2-2\rho\cos\phi},\qquad T_0=(1-R)^2e^{-\alpha L}.
$$

Its maximum, at $\cos\phi=1$, is $T_0/(1-\rho)^2$, and its minimum, at $\cos\phi=-1$, is $T_0/(1+\rho)^2$. In the fringe contrast the factor $T_0$ cancels, and with it any constant coupling efficiency between the laser, the guide and the detector:

$$
K=\frac{T_{\max}-T_{\min}}{T_{\max}+T_{\min}}
=\frac{(1+\rho)^2-(1-\rho)^2}{(1+\rho)^2+(1-\rho)^2}
=\frac{2\rho}{1+\rho^2}.
$$

To recover $\rho$, write this as $K\rho^2-2\rho+K=0$. The two roots are $\left(1\pm\sqrt{1-K^2}\right)/K$ and their product is 1, so one of them lies below 1 and is the physical one:

$$
\rho=\frac{1-\sqrt{1-K^2}}{K},\qquad \alpha=\frac1L\ln\frac{R}{\rho}.
$$

For a monochromatic laser and a known $R$ this returns the true loss.

The numbers used throughout are rough typical values for a silicon-on-insulator rib waveguide of micron-scale cross-section near 1550 nm: $L=2.0$ cm, $R=0.30$, $n_{\rm eff}=3.45$ and a loss of 0.20 dB/cm. A loss in dB per length is $10/\ln 10=4.343$ times the coefficient $\alpha$, so $\alpha=0.04605\ \mathrm{cm^{-1}}$. Then $\rho=0.30\,e^{-0.0921}=0.2736$. The maximum and minimum transmission are 0.8469 and 0.2755, and the contrast is 0.5091.

Now let the laser have a spectrum of finite width around its centre frequency $\nu_0$. With $\delta=\nu-\nu_0$, a Lorentzian line normalized to unit area is

$$
S(\delta)=\frac{\Delta\nu}{2\pi}\,\frac{1}{\delta^2+(\Delta\nu/2)^2}.
$$

It falls to half its peak at $\delta=\pm\Delta\nu/2$, so $\Delta\nu$ is the full width at half maximum. The light is assumed stationary, meaning that its statistics do not change in time. Field components at different frequencies are then uncorrelated: their beat notes average to zero in a detector that integrates for much longer than the coherence time and the round-trip delay. What remains is the sum of the powers of the components, each transmitted with its own $T$:

$$
\langle T\rangle=\int_{-\infty}^{\infty}S(\delta)\,T(\nu_0+\delta)\,d\delta .
$$

The lower limit should be $-\nu_0$. The part of the line beyond it has weight close to $\Delta\nu/(2\pi\nu_0)$, about $2\times10^{-8}$ for a linewidth of 20 MHz, and is dropped.

The average is simple once $T$ is written as a sum of harmonics of the phase. With $z=\rho e^{i\phi}$,

$$
1+2\sum_{m=1}^{\infty}\rho^m\cos m\phi
=\mathrm{Re}\left[1+\frac{2z}{1-z}\right]
=\mathrm{Re}\,\frac{1+z}{1-z}
=\mathrm{Re}\,\frac{(1+z)(1-z^*)}{|1-z|^2}.
$$

The last numerator is $1-|z|^2+(z-z^*)$. The bracket $z-z^*$ is imaginary and does not contribute to the real part, so

$$
1+2\sum_{m=1}^{\infty}\rho^m\cos m\phi=\frac{1-\rho^2}{1+\rho^2-2\rho\cos\phi}.
$$

Multiplication by $T_0/(1-\rho^2)$ gives the harmonic form of the fringe,

$$
T=\frac{T_0}{1-\rho^2}\left[1+2\sum_{m=1}^{\infty}\rho^m\cos m\phi\right].
$$

The phase must next be followed across the laser line. Its derivative at the line centre is

$$
\frac{d\phi}{d\nu}=\frac{4\pi L}{c}\left(n_{\rm eff}+\nu\frac{dn_{\rm eff}}{d\nu}\right)=\frac{4\pi L n_g}{c}=2\pi\tau,\qquad \tau=\frac{2n_gL}{c}.
$$

The bracket is the group index $n_g$, and $\tau$ is the group delay of one round trip. To first order in $\delta$, $\phi(\nu_0+\delta)=\phi_0+2\pi\tau\delta$, and successive fringes are $1/\tau$ apart in frequency. For $n_g=3.65$ the delay is $\tau=0.4870$ ns and the fringe spacing is 2.053 GHz, or 16.46 pm in wavelength.

The second-order term of the phase is group-velocity dispersion. For an effective index that varies linearly with frequency at the rate implied by 3.45 and 3.65, it amounts to $3.7\times10^{-6}$ rad one fringe away from the line centre. It grows as the square of the distance and reaches 1 rad some 500 fringes away, where almost none of the laser power is left. It is neglected in the formulas, as is any variation of $R$ and $\alpha$ across the line.

Averaging the $m$-th harmonic requires the integral of $S(\delta)\cos(m\phi_0+2\pi m\tau\delta)$. The cosine of the sum is $\cos m\phi_0\cos 2\pi m\tau\delta-\sin m\phi_0\sin 2\pi m\tau\delta$. Because $S$ is even, the sine term integrates to zero, and the remaining integral equals that of $S(\delta)e^{2\pi i m\tau\delta}$. Write $\gamma=\Delta\nu/2$, so that

$$
S(\delta)=\frac{\gamma}{\pi}\,\frac{1}{(\delta-i\gamma)(\delta+i\gamma)} .
$$

For $m\tau>0$ the exponential is bounded in the upper half of the complex $\delta$ plane. The path can be closed there by a large semicircle, whose contribution vanishes because the integrand falls as $1/|\delta|^2$ while the arc grows as $|\delta|$. The enclosed pole is at $\delta=i\gamma$, and the residue theorem gives

$$
\int_{-\infty}^{\infty}S(\delta)e^{2\pi im\tau\delta}d\delta
=2\pi i\,\frac{\gamma}{\pi}\,\frac{e^{-2\pi m\tau\gamma}}{2i\gamma}
=e^{-\pi\Delta\nu\, m\tau}.
$$

The damping of harmonic $m$ is the $m$-th power of a single number. It therefore combines with $\rho^m$ into the $m$-th power of a new round-trip factor,

$$
\rho^m e^{-\pi\Delta\nu\,m\tau}=\rho'^{\,m},\qquad
\rho'=\rho\,e^{-\pi\Delta\nu\,\tau}.
$$

The harmonic sum with $\rho'$ in place of $\rho$ is known from the identity above, and the averaged fringe is

$$
\langle T\rangle=\frac{T_0}{1-\rho^2}\;\frac{1-\rho'^2}{1+\rho'^2-2\rho'\cos\phi_0}.
$$

Its dependence on $\phi_0$ is that of a monochromatic fringe with round-trip factor $\rho'$. The prefactor, however, still contains the original $\rho$ and $T_0$. The linewidth thus multiplies the round-trip factor in the shape of the fringe, but not in its absolute height. Averaged over a whole fringe, every cosine vanishes and the transmission is $T_0/(1-\rho^2)$, the same as without broadening. The laser line moves power from the maxima to the minima and removes none.

For $\Delta\nu=20$ MHz the exponent is $\pi\Delta\nu\tau=0.03060$ and the damping factor is 0.9699, so $\rho'=0.2736\times0.9699=0.2654$. The maximum falls from 0.8469 to 0.8320 and the minimum rises from 0.2755 to 0.28045, while the scan mean stays at 0.48305.

The closed form was tested against a direct evaluation. The fields of 31 successive passes were added, with the effective index varying linearly in frequency, and the resulting power was averaged numerically over the 20 MHz line at 16 positions spread over one fringe. The largest relative deviation from the closed form was $1.1\times10^{-8}$.

The same result can be seen in time. A Lorentzian line arises when the phase $\theta(t)$ of the laser field performs a random walk, which corresponds to white frequency noise. The field correlation over a time $s$ is the Fourier transform of the spectrum, which has just been evaluated:

$$
\left\langle e^{i\theta(t)-i\theta(t-s)}\right\rangle=e^{-\pi\Delta\nu|s|}.
$$

For a Gaussian phase change of zero mean and variance $v$, the left side is $e^{-v/2}$. The variance accumulated in a time $s$ is therefore $2\pi\Delta\nu|s|$. Light that has made $m$ round trips carries the laser phase of a time $m\tau$ earlier, so the mean power leaving the guide is

$$
\langle T\rangle=T_0\sum_{m,n=0}^{\infty}\rho^{m+n}e^{i(m-n)\phi_0}e^{-\pi\Delta\nu|m-n|\tau}.
$$

Collect the terms with a fixed difference $q=m-n$. The smaller of the two indices, $k$, runs from zero to infinity, and $m+n=2k+|q|$, so these terms contain $\sum_k\rho^{2k+|q|}=\rho^{|q|}/(1-\rho^2)$. Together, $q$ and $-q$ give $2\cos q\phi_0$, and the harmonic series with $\rho'$ returns. The terms with $m=n$ are the powers of the individual contributions, which are not damped and fix the mean. The terms with $m\neq n$ are the interference between contributions of different age, and these lose coherence.

This picture was tested separately by a simulation with $\rho=0.2736$, a larger product $\Delta\nu\,\tau=0.10$ and two million random phase steps, one per round trip. The damping factor obtained from the simulated contrast was 0.7306, against $e^{-0.1\pi}=0.7304$.

## The false loss and how to recognize it

A waveguide of length $L$, power loss coefficient $\alpha$ and facet reflectivity $R$ has the round-trip factor $\rho=Re^{-\alpha L}$ and the round-trip group delay $\tau=2n_gL/c$, where $n_g$ is the group index. A laser with a Lorentzian line of full width $\Delta\nu$ produces a fringe whose shape is that of monochromatic light with $\rho'=\rho e^{-\pi\Delta\nu\tau}$, while the transmission averaged over a fringe keeps its value $T_0/(1-\rho^2)$, with $T_0=(1-R)^2e^{-\alpha L}$. The contrast method computes a round-trip factor from the measured contrast $K$ as $\left(1-\sqrt{1-K^2}\right)/K$, and then takes the logarithm of $R$ over that factor, divided by $L$, as the loss.

Contrast depends on the shape of the fringe alone, so the measured value is $K=2\rho'/(1+\rho'^2)$ and the method returns $\rho'$ where $\rho$ is wanted. The apparent loss is

$$
\alpha_{\rm app}=\frac1L\ln\frac{R}{\rho'}
=\frac1L\left[\ln\frac{R}{\rho}+\pi\Delta\nu\,\tau\right]
=\alpha+\frac{\pi\Delta\nu\,\tau}{L}.
$$

Inserting $\tau=2n_gL/c$ cancels the length:

$$
\alpha_{\rm app}=\alpha+\frac{2\pi n_g\Delta\nu}{c}.
$$

The excess is positive and depends on neither the length, the facet reflectivity nor the true loss. The reason is that coherence decays exponentially with delay and the delay grows in proportion to the length, so that lost coherence follows the same exponential law as absorption. In the limit $\Delta\nu\to0$ the true loss is recovered.

For $n_g=3.65$ and $\Delta\nu=20$ MHz the excess is

$$
\frac{2\pi\times3.65\times 2.0\times10^{7}\ \mathrm{s^{-1}}}{2.998\times10^{10}\ \mathrm{cm\,s^{-1}}}
=0.0153\ \mathrm{cm^{-1}},
$$

or 0.0664 dB/cm. The full route through the contrast agrees. The averaged fringe has $K=0.4958$, which gives $\rho'=0.2654$ and hence $\ln(0.30/0.2654)/(2.0\ \mathrm{cm})=0.0613\ \mathrm{cm^{-1}}$, or 0.266 dB/cm. The true loss is 0.200 dB/cm, so the overestimate is 33 % of the true value. A drop in contrast of only 2.6 % relative to its monochromatic value has caused it. The leverage follows from $K=2\rho/(1+\rho^2)$, whose logarithmic derivative is

$$
\frac{d\ln K}{d\ln\rho}=1-\frac{2\rho^2}{1+\rho^2}=\frac{1-\rho^2}{1+\rho^2}.
$$

Since $\delta\alpha=-\delta\ln\rho/L$ at fixed $R$, a small relative error of the contrast changes the inferred loss by

$$
\delta\alpha=-\frac1L\,\frac{1+\rho^2}{1-\rho^2}\,\frac{\delta K}{K}.
$$

A Lorentzian linewidth thus adds $2\pi n_g\Delta\nu/c$ to the inferred loss, whatever the length, reflectivity or true loss, and even a small drop in contrast can produce a sizeable error. It remains to see how this false loss can be recognized and corrected, how it depends on the line shape, and how it compares with other errors of the measurement.
